# Sandars–Beck effective operators for hyperfine interaction in a p shell: test program

```python
"""
Result under test: a relativistic one-electron tensor, known between Dirac
orbitals of one shell, equals a sum of orbital x spin double tensors acting on
nonrelativistic spinors.  For the magnetic dipole operator in a p shell
    N = c (r x alpha)/r^3  ->  a_l l + a_d D + a_c s,   D = 3 n (s.n) - s,
with a_l = (4A+4B+C)/9, a_d = (40A-8B-5C)/27, a_c = 8(2B-A-C)/27.
A, B, C: relativistic <r^-3> parameters for (j,j') = (1/2,1/2), (3/2,3/2),
(1/2,3/2).  The operators are applied to p^3.  Atomic units inside;
kappa = 1 is p1/2 and kappa = -2 is p3/2.  Model: hydrogenic Dirac 2p orbitals.
"""
import numpy as np
from math import factorial, sqrt, pi
from itertools import permutations, combinations
from scipy.constants import physical_constants as pc
from scipy.special import lpmv, gammainc
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_9j, clebsch_gordan

alpha = pc['fine-structure constant'][0]
c = 1 / alpha
hartree = pc['Hartree energy in eV'][0]
bohr = pc['Bohr radius'][0] * 1e10
proton_mass = pc['proton-electron mass ratio'][0]
ev_to_mhz = pc['electron volt-hertz relationship'][0] * 1e-6
half = Rational(1, 2)

# ---------- Dirac radial functions in the field -Z/r ----------
log_grid = np.linspace(-40, 6, 9201)
step = log_grid[1] - log_grid[0]


def dirac_2p(kappa, Z):
    """Energy without rest mass, and unnormalized P and Q as functions."""
    nodes = 1 if kappa == 1 else 0
    g = sqrt(kappa**2 - (Z / c)**2)
    y = Z / c / (nodes + g)
    root = sqrt(1 + y * y)
    energy = -c * c * y * y / (root * (1 + root))
    lam = c * y / root
    b = 2 * c + energy / c
    q0 = (g + kappa) * c / Z if kappa > 0 else -(Z / c) / (g - kappa)
    p1 = (lam + b * q0) / (g + 1 + kappa + Z * lam / (c * b)) if nodes else 0.0
    q1 = -lam * p1 / b

    def P(r):
        return r**g * np.exp(-lam * r) * (1 + p1 * r)

    def Q(r):
        return r**g * np.exp(-lam * r) * (q0 + q1 * r)
    return energy, P, Q


def radial_data(Z):
    r = np.exp(log_grid) / Z

    def integral(f):
        return float(np.sum(f * r) * step)
    energy, P, Q = {}, {}, {}
    for k in (1, -2):
        energy[k], fP, fQ = dirac_2p(k, Z)
        norm = 1 / sqrt(integral(fP(r)**2 + fQ(r)**2))
        P[k], Q[k] = norm * fP(r), norm * fQ(r)
        # complex-step derivatives test both radial Dirac equations
        t = np.linspace(0.2, 12, 40) / Z
        dP = fP(t + 1e-20j).imag / 1e-20
        dQ = fQ(t + 1e-20j).imag / 1e-20
        e = energy[k] + Z / t
        res1 = dP + k * fP(t) / t - (2 * c + e / c) * fQ(t)
        res2 = dQ - k * fQ(t) / t + e / c * fP(t)
        assert np.max(abs(res1)) < 1e-10 * np.max(abs(dP))
        assert np.max(abs(res2)) < 1e-10 * np.max(abs(dQ))
    F = {}
    for k, kp in ((1, 1), (-2, -2), (1, -2)):
        R = integral((P[k] * Q[kp] + Q[k] * P[kp]) / r**2)
        F[k, kp] = 2 * c * R / (k + kp + 2)
    density = Z**5 * r**4 * np.exp(-Z * r) / 24
    r3 = integral(density / r**3)
    slater2 = 2 * integral(density / r**3 * 30 / Z**2 * gammainc(7, Z * r))
    return r, integral, energy, P, Q, F, r3, slater2


def dipole_coefficients(F):
    A, B, C = F[1, 1], F[-2, -2], F[1, -2]
    return ((4 * A + 4 * B + C) / 9, (40 * A - 8 * B - 5 * C) / 27,
            8 * (2 * B - A - C) / 27)


Z = 10
r, integral, energy, P, Q, F, r3, slater2 = radial_data(Z)
a_l, a_d, a_c = dipole_coefficients(F)
assert abs(slater2 - 45 * Z / 512) < 1e-9

# nonrelativistic limit and leading relativistic coefficients, from Z = 1
low = radial_data(1)
low_F, low_r3 = low[5], low[6]
lead = {key: (low_F[key] / low_r3 - 1) / alpha**2 for key in low_F}
assert all(abs(low_F[key] / low_r3 - 1) < 3 * alpha**2 for key in low_F)
lead_contact = dipole_coefficients(low_F)[2] / low_r3 / alpha**2

# ---------- four-component matrix elements by angular quadrature ----------
ct, wt = np.polynomial.legendre.leggauss(12)
phi = 2 * pi * np.arange(12) / 12
cos_t, ph = [a.ravel() for a in np.meshgrid(ct, phi, indexing='ij')]
weight = np.repeat(wt, 12) * 2 * pi / 12
sin_t = np.sqrt(1 - cos_t**2)
n = np.array([sin_t * np.cos(ph), sin_t * np.sin(ph), cos_t])


def harmonic(l, m):
    a = abs(m)
    f = sqrt((2 * l + 1) / (4 * pi) * factorial(l - a) / factorial(l + a))
    Y = f * lpmv(a, l, cos_t) * np.exp(1j * a * ph)
    return Y if m >= 0 else (-1)**a * Y.conj()


def spinor(l, j2, m2):
    out = np.zeros((2, len(ph)), complex)
    for i, s2 in enumerate((1, -1)):
        ml = (m2 - s2) // 2
        if abs(ml) <= l:
            cg = clebsch_gordan(l, half, Rational(j2, 2), ml,
                                Rational(s2, 2), Rational(m2, 2))
            out[i] = float(cg) * harmonic(l, ml)
    return out


states = [(1, 1, m) for m in (-1, 1)] + [(-2, 3, m) for m in (-3, -1, 1, 3)]
upper = np.array([spinor(1, j, m) for k, j, m in states])
lower = np.array([spinor(0 if k == 1 else 2, j, m) for k, j, m in states])
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
eps = np.zeros((3, 3, 3))
for p in permutations(range(3)):
    eps[p] = np.linalg.det(np.eye(3)[list(p)])
cross = np.einsum('abc,bp,cst->astp', eps, n, sigma)


def sandwich(bra, op, ket):
    return np.einsum('isp,astp,jtp,p->aij', bra.conj(), op, ket, weight,
                     optimize=True)


def radial_matrix(f, g, power):
    table = {(k, kp): integral(f[k] * g[kp] * r**power)
             for k in (1, -2) for kp in (1, -2)}
    return np.array([[table[a[0], b[0]] for b in states] for a in states])


PQ = radial_matrix(P, Q, -2.0)
dipole_jm = c * (1j * PQ * sandwich(upper, cross, lower)
                 - 1j * PQ.T * sandwich(lower, cross, upper))
eye3 = np.eye(3)
shape = np.einsum('ap,bp->abp', n, n) - eye3[:, :, None] / 3
shape = np.einsum('abp,st->abstp', shape, np.eye(2)).reshape(9, 2, 2, -1)
# the 1/2-1/2 block of rank 2 has zero angular part and is left out
allowed = np.array([[0.0 if a[1] == b[1] == 1 else 1.0 for b in states]
                    for a in states])
quad_jm = allowed * (radial_matrix(P, P, -3.0) * sandwich(upper, shape, upper)
                     + radial_matrix(Q, Q, -3.0)
                     * sandwich(lower, shape, lower))

# change from |j m> to Cartesian p orbital x spin
U = np.einsum('ip,jsp,p->isj', sqrt(3 / (4 * pi)) * n, upper,
              weight).reshape(6, 6)
assert np.allclose(U @ U.conj().T, np.eye(6), atol=1e-12)
dipole = U @ dipole_jm @ U.conj().T
quad = U @ quad_jm @ U.conj().T

# ---------- LS operators in the p shell ----------
l_op = np.array([np.kron(-1j * eps[a], np.eye(2)) for a in range(3)])
s_op = np.array([np.kron(eye3, sigma[a] / 2) for a in range(3)])
nn = (np.einsum('ij,ab->abij', eye3, eye3) + np.einsum('ia,jb->abij', eye3, eye3)
      + np.einsum('ib,ja->abij', eye3, eye3)) / 5
nn = np.array([[np.kron(nn[a, b], np.eye(2)) for b in range(3)]
               for a in range(3)])
d_op = 3 * np.einsum('abij,bjk->aik', nn, s_op) - s_op
ls = np.einsum('aij,ajk->ik', l_op, s_op)
error_dipole = np.max(abs(dipole - a_l * l_op - a_d * d_op - a_c * s_op))
assert error_dipole < 1e-8 * r3

S33 = integral((P[-2]**2 + Q[-2]**2) / r**3)
S13 = integral((P[1] * P[-2] + Q[1] * Q[-2]) / r**3)
a_q, b_q = (S33 + 2 * S13) / 3, -4 * (S33 - S13) / 15
q_op = nn - np.einsum('ab,ij->abij', eye3, np.eye(6)) / 3
prod = np.einsum('aij,bjk->abik', l_op, s_op)
x_op = ((prod + prod.transpose(1, 0, 2, 3)) / 2
        - np.einsum('ab,ij->abij', eye3, ls) / 3)
error_quad = np.max(abs(quad.reshape(3, 3, 6, 6) - a_q * q_op - b_q * x_op))
assert error_quad < 1e-8 * r3

# ---------- general 9j formula fed with the four-component elements ----------
row = {1: states.index((1, 1, 1)), 3: states.index((-2, 3, 1))}


def double_tensor_coefficient(k, kap, K, component0):
    total = 0.0
    for j in (1, 3):
        for jp in (1, 3):
            J, Jp = Rational(j, 2), Rational(jp, 2)
            if K > J + Jp:
                continue
            three = float(wigner_3j(J, K, Jp, -half, 0, half))
            reduced = (component0[row[j], row[jp]]
                       / ((-1)**((j - 1) // 2) * three))
            nine = float(wigner_9j(1, 1, k, half, half, kap, J, Jp, K))
            total += sqrt((j + 1) * (jp + 1)) * nine * reduced
    return (2 * k + 1) * (2 * kap + 1) / sqrt(2 * K + 1) * total


expected = {(1, 0, 1): sqrt(12) * a_l, (0, 1, 1): 3 / sqrt(2) * a_c,
            (2, 1, 1): sqrt(18) * a_d, (1, 1, 1): 0.0,
            (2, 0, 2): -sqrt(12 / 5) * a_q, (1, 1, 2): 3 * sqrt(1.5) * b_q,
            (2, 1, 2): 0.0}
P_value = {}
for (k, kap, K), value in expected.items():
    comp = dipole_jm[2] if K == 1 else 1.5 * quad_jm[8]
    P_value[k, kap, K] = double_tensor_coefficient(k, kap, K, comp)
    assert abs(P_value[k, kap, K] - value) < 1e-8 * r3

# the inversion rests on 9j orthogonality; here it is tested in a d shell
W = np.array([[sqrt((2 * k + 1) * (2 * q + 1) * (j + 1) * (jp + 1))
               * float(wigner_9j(2, 2, k, half, half, q, Rational(j, 2),
                                 Rational(jp, 2), 2))
               for j in (3, 5) for jp in (3, 5)]
              for k, q in ((2, 0), (1, 1), (2, 1), (3, 1))])
assert np.allclose(W @ W.T, np.eye(4), atol=1e-12)

# rank 0: orbital energies become a centre plus spin-orbit coupling
zeta = 2 / 3 * (energy[-2] - energy[1])
centre = (energy[1] + 2 * energy[-2]) / 3
h_one = U @ np.diag([energy[s[0]] for s in states]) @ U.conj().T
assert np.allclose(h_one, centre * np.eye(6) + zeta * ls, atol=1e-10)

# ---------- p^3: 20 determinants ----------
basis = np.zeros((6, 6, 6, 20))
for col, occ in enumerate(combinations(range(6), 3)):
    for p in permutations(range(3)):
        basis[occ[p[0]], occ[p[1]], occ[p[2]], col] = eps[p] / sqrt(6)


def many(op):
    return 3 * np.einsum('abcI,ad,dbcJ->IJ', basis, op, basis, optimize=True)


L, S, D = [np.array([many(o) for o in ops]) for ops in (l_op, s_op, d_op)]
J = L + S
J2 = sum(a @ a for a in J)
N_dirac = np.array([many(o) for o in dipole])
repulsion = np.zeros((20, 20), complex)
for a in range(3):
    for b in range(3):
        total = many(q_op[a, b])
        repulsion += 0.75 * slater2 * (total @ total
                                       - many(q_op[a, b] @ q_op[a, b]))
term_energy, term_vec = np.linalg.eigh(repulsion)
assert np.allclose(term_energy / slater2, [-0.6] * 4 + [-0.24] * 10 + [0.0] * 6,
                   atol=1e-10)
v4S, v2D, v2P = term_vec[:, :4], term_vec[:, 4:14], term_vec[:, 14:]


def dot_J(ops):
    return sum(o @ j for o, j in zip(ops, J)) / 3.75


def factor(ops, vec):
    """g in <ops> = g <J> for a fourfold J = 3/2 level."""
    return np.trace(vec.conj().T @ dot_J(ops) @ vec).real / 4


def only_three_halves(vec):
    val, rot = np.linalg.eigh(vec.conj().T @ J2 @ vec)
    chosen = vec @ rot[:, abs(val - 3.75) < 1e-8]
    assert chosen.shape[1] == 4
    return chosen


assert abs(factor(N_dirac, v4S) - a_c) < 1e-8 * r3
p32, d32 = only_three_halves(v2P), only_three_halves(v2D)
LS = many(ls)


def strength(x, op, y):
    return np.linalg.svd(x.conj().T @ op @ y, compute_uv=False)


so_SP, so_PD = strength(v4S, LS, p32), strength(p32, LS, d32)
assert np.allclose(so_SP, 1) and np.allclose(so_PD, sqrt(5) / 2)
assert np.max(strength(v4S, LS, v2D)) < 1e-10
assert np.max(abs(v4S.conj().T @ LS @ v4S)) < 1e-10
N_nr = L + D
g_2P, g_2D = factor(N_nr, p32), factor(N_nr, d32)
cross_SD = strength(v4S, dot_J(N_nr), d32)
assert abs(g_2P - 8 / 15) < 1e-10 and abs(g_2D - 16 / 25) < 1e-10
assert np.allclose(cross_SD, 2 / (5 * sqrt(5)))
assert np.max(strength(v4S, dot_J(N_nr), p32)) < 1e-10
assert np.max(strength(p32, dot_J(N_nr), d32)) < 1e-10


def ground(scale):
    val, vec = np.linalg.eigh(repulsion + scale * zeta * LS)
    assert val[3] - val[0] < 1e-9 < val[4] - val[3]
    g = vec[:, :4]
    assert np.allclose(g.conj().T @ J2 @ g, 3.75 * np.eye(4), atol=1e-8)
    return g


# jj limit: strong spin-orbit coupling leaves one p3/2 electron outside p1/2^2
jj_factor = factor(N_nr, ground(1e6))
assert abs(jj_factor - 8 / 15) < 1e-3
# second-order law for the mixing part, at full and at half coupling
law = [factor(N_nr, ground(x)) / (x * zeta / slater2)**2 for x in (1.0, 0.5)]
assert all(abs(v - 10 / 3) < 0.01 * 10 / 3 for v in law)

g0 = ground(1.0)
part_l, part_d, part_s = [co * factor(o, g0)
                          for co, o in ((a_l, L), (a_d, D), (a_c, S))]
full = part_l + part_d + part_s
weight_P = np.sum(abs(v2P.conj().T @ g0)**2) / 4
weight_D = np.sum(abs(v2D.conj().T @ g0)**2) / 4
estimate = a_c + 10 / 3 * (zeta / slater2)**2 * r3

# ---------- hyperfine constant, with an explicit nuclear spin 1/2 ----------
g_nucleus = 1.0
unit = g_nucleus * alpha**2 / (2 * proton_mass) * hartree
A_pure, A_full, A_est = unit * a_c, unit * full, unit * estimate
h_nuc = sum(np.kron(g0.conj().T @ N_dirac[a] @ g0, sigma[a] / 2)
            for a in range(3))
levels = np.linalg.eigvalsh(h_nuc)
E_F2 = levels[3]                       # always inside the fivefold level
E_F1 = (levels.sum() - 5 * E_F2) / 3
A_diag = unit * (E_F2 - E_F1) / 2
assert abs(A_diag - A_full) < 1e-6 * abs(A_full)

inv = 1 / bohr**3
print(f"nuclear charge Z = {Z}, nuclear g factor = {g_nucleus:.0f}")
print(f"(Z alpha)^2 = {(Z * alpha)**2:.6e}")
print(f"energy 2p1/2 = {energy[1] * hartree:.5f} eV")
print(f"energy 2p3/2 = {energy[-2] * hartree:.5f} eV")
print(f"zeta = {zeta * hartree:.6f} eV")
print(f"Slater F2 integral = {slater2 * hartree:.5f} eV")
print(f"nonrelativistic <r^-3> = {r3 * inv:.6f} A^-3")
print(f"A (1/2,1/2) = {F[1, 1] * inv:.6f} A^-3")
print(f"B (3/2,3/2) = {F[-2, -2] * inv:.6f} A^-3")
print(f"C (1/2,3/2) = {F[1, -2] * inv:.6f} A^-3")
print(f"a_l = {a_l * inv:.6f} A^-3")
print(f"a_d = {a_d * inv:.6f} A^-3")
print(f"a_c = {a_c * inv:.6f} A^-3")
print(f"a_c / <r^-3> = {a_c / r3:.6e}")
print("coefficients of (Z alpha)^2 relative to <r^-3>, from Z = 1:")
print(f"  A: {lead[1, 1]:.4f}  B: {lead[-2, -2]:.4f}  C: {lead[1, -2]:.4f}")
print(f"  a_c: {lead_contact:.4f}")
print(f"largest dipole matrix mismatch = {error_dipole * inv:.1e} A^-3")
print(f"S_33 = {S33 * inv:.6f} A^-3")
print(f"S_13 = {S13 * inv:.6f} A^-3")
print(f"a_q = {a_q * inv:.6f} A^-3")
print(f"b = {b_q * inv:.6f} A^-3")
print(f"largest quadrupole matrix mismatch = {error_quad * inv:.1e} A^-3")
print("double-tensor coefficients P(k,kappa;K):")
for key, val in P_value.items():
    print(f"  P{key} = {val.real * inv:.5f} A^-3")
print(f"p3 gap 4S-2D = {(term_energy[4] - term_energy[0]) * hartree:.5f} eV")
print(f"p3 gap 4S-2P = {(term_energy[14] - term_energy[0]) * hartree:.5f} eV")
print(f"l.s element 4S-2P = {so_SP[0]:.6f}, 2P-2D = {so_PD[0]:.6f}")
print(f"dipole factor 2P3/2 = {g_2P:.6f}, 2D3/2 = {g_2D:.6f}")
print(f"dipole element 4S-2D = {cross_SD[0]:.6f}")
print(f"dipole factor in the jj limit = {jj_factor:.6f}")
print(f"second-order coefficient = {law[0]:.5f} (full zeta)")
print(f"second-order coefficient = {law[1]:.5f} (half zeta)")
print(f"weight of 2P in ground level = {weight_P:.4e}")
print(f"weight of 2D in ground level = {weight_D:.4e}")
print(f"part from l = {part_l * inv:.6f} A^-3")
print(f"part from D = {part_d * inv:.6f} A^-3")
print(f"part from s = {part_s * inv:.6f} A^-3")
print(f"sum of parts = {full * inv:.6f} A^-3")
print(f"a_c plus second-order law = {estimate * inv:.6f} A^-3")
print(f"energy per unit factor = {unit / inv:.6e} eV A^3")
print(f"hyperfine constant, pure 4S = {A_pure:.5e} eV")
print(f"hyperfine constant, second-order law = {A_est:.5e} eV")
print(f"hyperfine constant, with mixing = {A_full:.5e} eV")
print(f"same, from nuclear-spin levels = {A_diag:.5e} eV")
print(f"hyperfine constant, with mixing = {A_full * ev_to_mhz:.4f} MHz")
print("done: every assertion held")
```

It prints:

```
nuclear charge Z = 10, nuclear g factor = 1
(Z alpha)^2 = 5.325135e-03
energy 2p1/2 = -340.70995 eV
energy 2p3/2 = -340.25561 eV
zeta = 0.302892 eV
Slater F2 integral = 23.91626 eV
nonrelativistic <r^-3> = 281.180605 A^-3
A (1/2,1/2) = 284.137678 A^-3
B (3/2,3/2) = 281.617983 A^-3
C (1/2,3/2) = 282.025450 A^-3
a_l = 282.783122 A^-3
a_d = 285.275408 A^-3
a_c = -0.867308 A^-3
a_c / <r^-3> = -3.084521e-03
coefficients of (Z alpha)^2 relative to <r^-3>, from Z = 1:
  A: 1.9585  B: 0.2917  C: 0.5625
  a_c: -0.5741
largest dipole matrix mismatch = 7.7e-13 A^-3
S_33 = 281.993521 A^-3
S_13 = 282.968802 A^-3
a_q = 282.643708 A^-3
b = 0.260075 A^-3
largest quadrupole matrix mismatch = 3.1e-13 A^-3
double-tensor coefficients P(k,kappa;K):
  P(1, 0, 1) = 979.58947 A^-3
  P(0, 1, 1) = -1.83984 A^-3
  P(2, 1, 1) = 1210.32105 A^-3
  P(1, 1, 1) = 0.00000 A^-3
  P(2, 0, 2) = -437.86975 A^-3
  P(1, 1, 2) = 0.95558 A^-3
  P(2, 1, 2) = 0.00000 A^-3
p3 gap 4S-2D = 8.60985 eV
p3 gap 4S-2P = 14.34975 eV
l.s element 4S-2P = 1.000000, 2P-2D = 1.118034
dipole factor 2P3/2 = 0.533333, 2D3/2 = 0.640000
dipole element 4S-2D = 0.178885
dipole factor in the jj limit = 0.533331
second-order coefficient = 3.33554 (full zeta)
second-order coefficient = 3.33389 (half zeta)
weight of 2P in ground level = 4.4577e-04
weight of 2D in ground level = 6.8859e-07
part from l = 0.084271 A^-3
part from D = 0.067609 A^-3
part from s = -0.867049 A^-3
sum of parts = -0.715169 A^-3
a_c plus second-order law = -0.716975 A^-3
energy per unit factor = 5.847173e-08 eV A^3
hyperfine constant, pure 4S = -5.07130e-08 eV
hyperfine constant, second-order law = -4.19227e-08 eV
hyperfine constant, with mixing = -4.18172e-08 eV
same, from nuclear-spin levels = -4.18172e-08 eV
hyperfine constant, with mixing = -10.1113 MHz
done: every assertion held
```
